# Small-Angle Scattering from a Screened Coulomb Potential in the Momentum Approximation: verification in Python

```python
# Result under test: for V(r) = (C/r) exp(-r/a), the small classical
# center-of-mass deflection is theta = K1(b/a)/eps, eps = E_c*a/C,
# with next term -K1(2b/a)/eps^2.
# C: Coulomb strength, a: screening length, b: impact parameter,
# E_c: center-of-mass energy, K1: modified Bessel function.
# Example units: nm, eV, fs; masses in eV fs^2/nm^2.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import k0, k1

nodes, weights = np.polynomial.legendre.leggauss(160)
nodes, weights = (nodes + 1) / 2, weights / 2


def classical_angle(screening, strength, b):
    """Full orbit integral; strength = C/E_c is a length."""
    def radial(r):
        return r * r - strength * r * screening(r) - b * b
    r_min = brentq(radial, b, b + strength, xtol=1e-15, rtol=1e-15)
    r = r_min / (1 - nodes**2)
    g = 1 - strength * screening(r) / r - (b / r)**2
    return np.pi - 2 * b / r_min * np.sum(weights * 2 * nodes / np.sqrt(g))


def unit_exponential(r):
    return np.exp(-r)


def refractive_angle(eps, x):
    """Deflection from the variable u = r*sqrt(1-V/E_c), with a = 1."""
    t_max = np.arccosh(1 + 60 / x)
    total = 0.0
    for s, w in zip(nodes, weights):
        u = x * np.cosh(t_max * s)
        r = brentq(lambda q: q * q - q * np.exp(-q) / eps - u * u,
                   u * (1 - 1e-12), u + 1 / eps, xtol=1e-14, rtol=1e-14)
        v = np.exp(-r) / (r * eps)
        slope = v * (1 + 1 / r) / (2 * (1 - v))
        n = np.sqrt(1 - v)
        total += w * t_max * 2 * x * slope / (n * (1 + r * slope))
    return total


# Line integral of the potential and transverse impulse on a straight path
for x in (0.3, 1.0, 4.0):
    line = 2 * quad(lambda z: np.exp(-np.hypot(x, z)) / np.hypot(x, z),
                    0, 50, epsabs=1e-13, epsrel=1e-11, limit=300)[0]
    assert abs(line / (2 * k0(x)) - 1) < 1e-8

    def side_force(z):
        r = np.hypot(x, z)
        return np.exp(-r) * (1 / r**2 + 1 / r) * x / r
    kick = 2 * quad(side_force, 0, 50, epsabs=1e-13, epsrel=1e-11,
                    limit=300)[0]
    assert abs(kick / (2 * k1(x)) - 1) < 1e-8

# First and second orders extracted from the full orbit integral
order_rows = []
for x in (0.5, 1.0, 2.0):
    first = 200 * classical_angle(unit_exponential, 1 / 200, x)
    assert abs(first / k1(x) - 1) < 0.01
    d100, d200 = [e**2 * (classical_angle(unit_exponential, 1 / e, x)
                          - k1(x) / e) for e in (100, 200)]
    second = 2 * d200 - d100
    assert abs(second / (-k1(2 * x)) - 1) < 3e-3
    order_rows.append((x, first, k1(x), second, -k1(2 * x)))

# Refractive form of the orbit integral, also for a strong collision
for eps, x in ((2.0, 1.0), (0.1, 3.0)):
    full = classical_angle(unit_exponential, 1 / eps, x)
    assert abs(refractive_angle(eps, x) / full - 1) < 1e-6

# Limits of the deflection and of its relative second-order correction
near = classical_angle(unit_exponential, 1e-4, 0.01)
assert abs(near / (2 * np.arctan(1e-4 / 0.02)) - 1) < 1e-3
far = quad(lambda t: np.exp(-20 * (np.cosh(t) - 1)) * np.cosh(t), 0, 4,
           epsabs=1e-13)[0]
assert abs(far / (np.sqrt(np.pi / 40) * (1 + 3 / 160)) - 1) < 1e-3
assert abs(k1(0.02) / k1(0.01)**2 / 0.005 - 1) < 0.01
assert abs(k1(200) / k1(100)**2 / np.sqrt(100 / np.pi) - 1) < 0.01

# Worked example: argon passing a silicon surface atom
Z1, Z2, A1, A2 = 18, 14, 39.95, 28.085
energy, a, b = 1000.0, 0.027, 0.15
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
C = Z1 * Z2 * coulomb
mass_unit = sc.atomic_mass * 1e12 / sc.e
m1, m2 = A1 * mass_unit, A2 * mass_unit
mu = m1 * m2 / (m1 + m2)
speed = np.sqrt(2 * energy / m1)
E_c = mu * speed**2 / 2
eps, x = E_c * a / C, b / a
theta1 = k1(x) / eps
theta2 = -k1(2 * x) / eps**2
impulse = 2 * C * k1(x) / (speed * a)


def model_screening(r):
    return np.exp(-r / a)


theta = classical_angle(model_screening, C / E_c, b)
assert abs(theta1 + theta2 - theta) < abs(theta1 - theta) / 3


# Independent two-body trajectory in the laboratory
def motion(t, y):
    d = y[0:2] - y[4:6]
    r = np.hypot(d[0], d[1])
    f = C * np.exp(-r / a) * (1 / r**2 + 1 / (r * a)) * d / r
    return np.concatenate((y[2:4], f / m1, y[6:8], -f / m2))


start = 50 * a
run = solve_ivp(motion, (0, 2 * start / speed),
                [-start, b, speed, 0, 0, 0, 0, 0], method="DOP853",
                rtol=1e-10, atol=1e-13, max_step=0.3)
end = run.y[:, -1]
theta_run = np.arctan2(end[3] - end[7], end[2] - end[6])
psi_run = np.arctan2(end[3], end[2])
recoil_run = m2 * (end[6]**2 + end[7]**2) / 2
psi = np.arctan2(np.sin(theta), np.cos(theta) + m1 / m2)
recoil = 4 * m1 * m2 / (m1 + m2)**2 * energy * np.sin(theta / 2)**2
assert abs(theta_run / theta - 1) < 1e-5
assert abs(psi_run / psi - 1) < 1e-5
assert abs(recoil_run / recoil - 1) < 1e-5

# ZBL universal screening: a sum of four exponentials
zbl_c = np.array([0.18175, 0.50986, 0.28022, 0.02817])
zbl_d = np.array([3.1998, 0.94229, 0.4029, 0.20162])
bohr = sc.physical_constants["Bohr radius"][0] * 1e9
a_zbl = 0.8854 * bohr / (Z1**0.23 + Z2**0.23)


def zbl_screening(r):
    return sum(c * np.exp(-d * r / a_zbl) for c, d in zip(zbl_c, zbl_d))


def zbl_first(strength, distance):
    return strength / a_zbl * np.sum(zbl_c * zbl_d
                                     * k1(zbl_d * distance / a_zbl))


weak = 1e-4 * a_zbl
assert abs(classical_angle(zbl_screening, weak, 2 * a_zbl)
           / zbl_first(weak, 2 * a_zbl) - 1) < 1e-3

# Sizes of neglected effects
temperature, debye, lattice, binding = 300.0, 540.0, 0.543, 4.7
ratio = debye / temperature
debye_integral = quad(lambda q: q / np.expm1(q), 0, ratio)[0]
vibration = 1e9 * np.sqrt(3 * sc.hbar**2 / (A2 * sc.atomic_mass * sc.k
                          * debye) * (debye_integral / ratio**2 + 0.25))
layer = lattice / 4
row = lattice / np.sqrt(2)
next_layer = zbl_first(C / E_c, b + layer) / zbl_first(C / E_c, b)


def path_force(z):
    r = np.hypot(b, z)
    return C * np.exp(-r / a) * (1 / r**2 + 1 / (r * a)) * b / r


inside = 2 * quad(path_force, 0, row / 2)[0] / speed / impulse
v_bohr = sc.alpha * sc.c * 1e-6
stopping = (8 * np.pi * coulomb * bohr * Z1**(7 / 6) * Z2
            / (Z1**(2 / 3) + Z2**(2 / 3))**1.5 * speed / v_bohr)
loss = stopping * 8 / lattice**3 * row
image = coulomb / (4 * b**2)
hbar_ev_fs = sc.hbar / sc.e * 1e15
quantum = hbar_ev_fs / (mu * speed * a)
duration = 2 * np.sqrt(a * b) / speed
period = sc.h / (sc.k * debye) * 1e15

print("Orbit-integral coefficients: x, first, K1(x), second, -K1(2x)")
for values in order_rows:
    print("  %.1f  %.5f  %.5f  %.5f  %.5f" % values)
print(f"Masses Ar, Si: {A1:.2f}, {A2:.3f} u")
print(f"Laboratory energy: {energy:.0f} eV")
print(f"Center-of-mass energy E_c: {E_c:.2f} eV")
print(f"Initial speed: {speed:.5f} nm/fs")
print(f"Coulomb strength C: {C:.2f} eV nm")
print(f"Screening length a: {a:.3f} nm; impact parameter b: {b:.2f} nm")
print(f"x = b/a: {x:.4f}; reduced energy eps: {eps:.5f}")
print(f"K1(x): {k1(x):.6f}; K1(2x): {k1(2*x):.4e}")
print(f"Transverse impulse: {impulse:.3f} eV fs/nm")
print(f"First-order angle: {theta1:.5f} rad = {np.degrees(theta1):.3f} deg")
print(f"Second-order term: {theta2:.5f} rad")
print(f"Second/first magnitude: {100*abs(theta2/theta1):.2f} %")
print(f"Full classical angle: {theta:.5f} rad = {np.degrees(theta):.3f} deg")
print(f"First-order excess over full: {100*(theta1/theta-1):.2f} %")
print(f"Trajectory CM angle: {theta_run:.5f} rad")
print(f"Laboratory angle, full: {psi:.5f} rad")
print(f"Laboratory angle, first order: {theta1*m2/(m1+m2):.5f} rad")
print(f"Recoil energy, full: {recoil:.3f} eV")
print(f"Recoil energy, first order: {impulse**2/(2*m2):.3f} eV")
print(f"Rough surface binding energy: {binding:.1f} eV")
print(f"ZBL screening length: {a_zbl:.5f} nm")
print("b (nm): first, first+second, full, full ZBL angles (rad)")
for distance in (0.10, 0.12, 0.15, 0.20):
    one = k1(distance / a) / eps
    two = one - k1(2 * distance / a) / eps**2
    full = classical_angle(model_screening, C / E_c, distance)
    zbl = classical_angle(zbl_screening, C / E_c, distance)
    print(f"  {distance:.2f}: {one:.5f}, {two:.5f}, {full:.5f}, {zbl:.5f}")
print(f"Target temperature: {temperature:.0f} K; Debye: {debye:.0f} K")
print(f"Thermal rms displacement per axis: {vibration:.5f} nm")
print(f"First-order angle at b - rms: {k1((b-vibration)/a)/eps:.5f} rad")
print(f"First-order angle at b + rms: {k1((b+vibration)/a)/eps:.5f} rad")
print(f"Lattice constant: {lattice:.3f} nm; row spacing: {row:.3f} nm")
print(f"Layer spacing: {layer:.3f} nm")
print(f"Next-layer/top-atom ZBL kick: {100*next_layer:.2f} %")
print(f"Impulse within half a row spacing each side: {100*inside:.2f} %")
print(f"Electronic loss per row spacing: {loss:.2f} eV")
print(f"Electronic loss/laboratory energy: {100*loss/energy:.2f} %")
print(f"Image force if charged: {image:.2f} eV/nm")
print(f"Peak repulsive force: {path_force(0):.1f} eV/nm")
print(f"Image/peak force: {100*image/path_force(0):.2f} %")
print(f"Quantum angle hbar/(mu v a): {quantum:.5f} rad")
print(f"Collision time 2 sqrt(ab)/v: {duration:.3f} fs")
print(f"Debye vibration period: {period:.1f} fs")
print("PASS")
```

Printed output:

```
Orbit-integral coefficients: x, first, K1(x), second, -K1(2x)
  0.5  1.65343  1.65644  -0.60192  -0.60191
  1.0  0.60121  0.60191  -0.13986  -0.13987
  2.0  0.13980  0.13987  -0.01248  -0.01248
Masses Ar, Si: 39.95, 28.085 u
Laboratory energy: 1000 eV
Center-of-mass energy E_c: 412.80 eV
Initial speed: 0.06950 nm/fs
Coulomb strength C: 362.87 eV nm
Screening length a: 0.027 nm; impact parameter b: 0.15 nm
x = b/a: 5.5556; reduced energy eps: 0.03072
K1(x): 0.002188; K1(2x): 5.8041e-06
Transverse impulse: 846.054 eV fs/nm
First-order angle: 0.07122 rad = 4.081 deg
Second-order term: -0.00615 rad
Second/first magnitude: 8.64 %
Full classical angle: 0.06566 rad = 3.762 deg
First-order excess over full: 8.47 %
Trajectory CM angle: 0.06566 rad
Laboratory angle, full: 0.02710 rad
Laboratory angle, first order: 0.02940 rad
Recoil energy, full: 1.045 eV
Recoil energy, first order: 1.230 eV
Rough surface binding energy: 4.7 eV
ZBL screening length: 0.01240 nm
b (nm): first, first+second, full, full ZBL angles (rad)
  0.10: 0.57146, 0.26088, 0.38051, 0.26836
  0.12: 0.24534, 0.18138, 0.19651, 0.15108
  0.15: 0.07122, 0.06507, 0.06566, 0.06515
  0.20: 0.00954, 0.00941, 0.00941, 0.01788
Target temperature: 300 K; Debye: 540 K
Thermal rms displacement per axis: 0.00761 nm
First-order angle at b - rms: 0.09721 rad
First-order angle at b + rms: 0.05226 rad
Lattice constant: 0.543 nm; row spacing: 0.384 nm
Layer spacing: 0.136 nm
Next-layer/top-atom ZBL kick: 3.93 %
Impulse within half a row spacing each side: 99.58 %
Electronic loss per row spacing: 10.55 eV
Electronic loss/laboratory energy: 1.06 %
Image force if charged: 16.00 eV/nm
Peak repulsive force: 408.7 eV/nm
Image/peak force: 3.91 %
Quantum angle hbar/(mu v a): 0.00205 rad
Collision time 2 sqrt(ab)/v: 1.831 fs
Debye vibration period: 88.9 fs
PASS
```
